# One-Loop Ward-Takahashi Identity, Z1 = Z2, and F1(0) = 1: a numerical check

```python
"""One-loop Ward-Takahashi identity of QED and its consequence F1(0) = 1.

Result under test, with pout = pin + q:
    q_mu Vertex^mu(pout, pin) = Sigma(pin) - Sigma(pout),
hence Z1 = Z2 and F1(0) = Z2/Z1 = 1 for every fermion mass.
Sigma   : one-loop self-energy (inverse propagator = pslash - M - Sigma)
Vertex  : one-loop correction to gamma^mu
M       : fermion rest energy; lam, Lam : photon mass and Pauli-Villars mass
L       : on-shell vertex correction at q = 0, 1/Z1 = 1 + L
dSigma  : on-shell derivative of Sigma by pslash, 1/Z2 = 1 - dSigma
All momenta are multiplied by c and given in eV. Feynman gauge,
metric (+,-,-,-).
"""
import numpy as np
import sympy as sp
from scipy import constants as sc

alpha = sc.fine_structure
REST = sc.physical_constants['electron mass energy equivalent in MeV'][0] * 1e6
METRIC = np.array([1.0, -1.0, -1.0, -1.0])
ONE = np.eye(4, dtype=complex)
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
GAM = np.array([np.diag([1, 1, -1, -1]).astype(complex)]
               + [np.kron(np.array([[0, 1], [-1, 0]]), s) for s in pauli])
GLOW = METRIC[:, None, None] * GAM


def slash(k):
    return np.einsum('...m,mab->...ab', k, GLOW)


def dot(a, b):
    return (a * b * METRIC).sum(axis=-1)


def sandwich(x):
    """gamma^alpha x gamma_alpha, summed over alpha."""
    return sum(GAM[n] @ x @ GLOW[n] for n in range(4))


def gauss(n, a, b):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


def self_energy(p, M, lam, Lam):
    """Derived Feynman-parameter form of Sigma(p)."""
    x, w = gauss(90, 0.0, 1.0)

    def delta(mu):
        return (1 - x) * M**2 + x * mu**2 - x * (1 - x) * dot(p, p)
    log = np.log(delta(Lam) / delta(lam))
    return alpha / (2 * np.pi) * (2 * M * (w @ log) * ONE
                                  - ((w * x) @ log) * slash(p))


def vertex(pout, pin, M, lam, Lam):
    """Derived Feynman-parameter form of the vertex correction."""
    s, ws = gauss(90, 0.0, 1.0)
    t, wt = gauss(40, 0.0, 1.0)
    S, T = [a.ravel() for a in np.meshgrid(s, t, indexing='ij')]
    W = np.outer(ws * s, wt).ravel()
    x, y, z = S * (1 - T), S * T, 1 - S
    P = x[:, None] * pin + y[:, None] * pout

    def delta(mu):
        return (dot(P, P) - x * dot(pin, pin) - y * dot(pout, pout)
                + S * M**2 + z * mu**2)
    log = np.log(delta(Lam) / delta(lam))
    inv = 1 / delta(lam) - 1 / delta(Lam)
    left = slash(pout - P) + M * ONE
    right = slash(pin - P) + M * ONE
    wl = (W * inv)[:, None, None] * left
    inner = np.array([(wl @ g @ right).sum(axis=0) for g in GAM])
    return alpha / (4 * np.pi) * (2 * (W @ log) * GAM - sandwich(inner))


def direct_loops(pout, pin, M, lam, Lam):
    """Sigma(pin) and vertex from their defining loop integrals.

    External momenta have imaginary energy and no spatial part, so the
    loop energy can be rotated to the imaginary axis. Six spatial
    directions average the quadratic numerators exactly.
    """
    t, wt = gauss(140, 0.0, 1.0)
    th, wth = gauss(60, 0.0, np.pi)
    rho = M * t / (1 - t)
    radial = wt * M / (1 - t)**2 * rho**3
    R, TH = [a.ravel() for a in np.meshgrid(rho, th, indexing='ij')]
    measure = np.outer(radial, wth * np.sin(th)**2).ravel() * 4 * np.pi
    photon = (lam**2 - Lam**2) / ((R**2 + lam**2) * (R**2 + Lam**2))
    W = 4 * np.pi * alpha / (2 * np.pi)**4 * measure * photon / 6
    sig = np.zeros((4, 4), complex)
    ver = np.zeros((4, 4, 4), complex)
    for axis in (1, 2, 3):
        for sign in (1, -1):
            l = np.zeros((R.size, 4), complex)
            l[:, 0] = 1j * R * np.cos(TH)
            l[:, axis] = sign * R * np.sin(TH)
            kin, kout = pin - l, pout - l
            prop_in = ((slash(kin) + M * ONE)
                       / (dot(kin, kin) - M**2)[:, None, None])
            prop_out = ((slash(kout) + M * ONE)
                        / (dot(kout, kout) - M**2)[:, None, None])
            sig += (W[:, None, None] * prop_in).sum(axis=0)
            wo = W[:, None, None] * prop_out
            ver += np.array([(wo @ g @ prop_in).sum(axis=0) for g in GAM])
    return sandwich(sig), sandwich(ver)


def on_shell(M, lam, Lam):
    """L and dSigma from their one-dimensional parameter integrals.

    Logarithmic variables resolve both ends of the interval.
    """
    edges = np.linspace(np.log(2.0), 45.0, 63)
    parts = [gauss(16, a, b) for a, b in zip(edges[:-1], edges[1:])]
    s = np.concatenate([q[0] for q in parts])
    w = np.concatenate([q[1] for q in parts]) * np.exp(-s)
    small = np.exp(-s)
    z = np.concatenate([small, 1 - small])
    u = np.concatenate([1 - small, small])
    w = np.concatenate([w, w])
    d_lam = u**2 * M**2 + z * lam**2
    d_Lam = u**2 * M**2 + z * Lam**2
    log = np.log(d_Lam / d_lam)
    inv = M**2 * (1 / d_lam - 1 / d_Lam)
    pre = alpha / (2 * np.pi)
    L = pre * np.sum(w * u * (log + (1 - 4 * z + z**2) * inv))
    dS = pre * np.sum(w * (-z * log + 2 * z * u * (2 - z) * inv))
    return L, dS


def rel(a, b):
    return np.max(np.abs(a - b)) / np.max(np.abs(b))


M, lam, Lam = REST, 2.0e5, 5.0e6
print(f"fine-structure constant alpha = {alpha:.9f} (dimensionless)")
print(f"alpha/(2 pi) = {alpha / (2 * np.pi):.9f} (dimensionless)")
print(f"rest energy for m = 1: {M:.2f} eV")
print(f"off-shell test: photon mass {lam:.1e} eV, cutoff {Lam:.1e} eV")

# Parameter integrals against the defining loop integrals.
e_in = np.array([3.0e5j, 0, 0, 0])
e_out = np.array([7.0e5j, 0, 0, 0])
sig_direct, ver_direct = direct_loops(e_out, e_in, M, lam, Lam)
err_sig = rel(self_energy(e_in, M, lam, Lam), sig_direct)
err_ver = rel(vertex(e_out, e_in, M, lam, Lam), ver_direct)
assert err_sig < 1e-6 and err_ver < 1e-6
print(f"imaginary energies pin, pout: {e_in[0].imag:.1e}, "
      f"{e_out[0].imag:.1e} eV (times i)")
print(f"Sigma, parameter form vs loop: relative gap {err_sig:.1e}")
print(f"vertex, parameter form vs loop: relative gap {err_ver:.1e}")

# Ward-Takahashi identity for general off-shell momenta, all 16 elements.
pin = np.array([3.0e5, 1.0e5, -1.5e5, 0.5e5])
pout = np.array([1.5e5, -2.0e5, 1.0e5, 2.5e5])
q = pout - pin
lhs = np.einsum('m,mab->ab', METRIC * q, vertex(pout, pin, M, lam, Lam))
sig_in = self_energy(pin, M, lam, Lam)
sig_out = self_energy(pout, M, lam, Lam)
rhs = sig_in - sig_out
err_wti = rel(lhs, rhs)
assert err_wti < 1e-7
print("pin  (E, px c, py c, pz c) =", pin.tolist(), "eV")
print("pout (E, px c, py c, pz c) =", pout.tolist(), "eV")
for name, mat in (("Sigma(pin)", sig_in), ("Sigma(pout)", sig_out),
                  ("q.Vertex", lhs), ("Sigma(pin)-Sigma(pout)", rhs)):
    unit_part = np.trace(mat).real / 4
    g0_part = np.trace(GAM[0] @ mat).real / 4
    print(f"{name}: unit-matrix part {unit_part:.6f} eV, "
          f"gamma^0 part {g0_part:.6f} eV")
print(f"identity, all 16 elements: relative gap {err_wti:.1e}")

# Zero-transfer limit on the mass shell: vertex against finite differences.
space = np.array([2.0e5, -1.0e5, 3.0e5])
p = np.concatenate([[np.sqrt(M**2 + space @ space)], space])
ver0 = vertex(p, p, M, lam, Lam)
h = 1e-4 * M
grad = np.array([METRIC[n] * (self_energy(p + h * np.eye(4)[n], M, lam, Lam)
                              - self_energy(p - h * np.eye(4)[n], M, lam, Lam))
                 / (2 * h) for n in range(4)])
err_ward = rel(ver0, -grad)
assert err_ward < 1e-6
print(f"Vertex(p,p) vs -dSigma/dp on shell: relative gap {err_ward:.1e}")

# Spinor matrix elements and the scalar derivative against the formulas.
u = (slash(p) + M * ONE) @ np.array([1, 0, 0, 0], complex)
ubar = u.conj() @ GAM[0]
ratios = np.array([(ubar @ ver0[n] @ u) / (ubar @ GAM[n] @ u)
                   for n in range(4)])


def sigma_at(W):
    """Sigma with pslash replaced by the number W."""
    return self_energy(np.array([W, 0, 0, 0]), M, lam, Lam)[0, 0].real


dS_num = (sigma_at(M + h) - sigma_at(M - h)) / (2 * h)
L, dS = on_shell(M, lam, Lam)
assert np.max(np.abs(ratios - L)) < 1e-7 * abs(L) + 1e-11
assert abs(dS_num - dS) < 1e-6 * abs(dS) + 1e-10
assert abs(L + dS) < 1e-12
print(f"same regulators: L from spinors {ratios[0].real:.9f}, "
      f"from formula {L:.9f}")
print(f"same regulators: dSigma from differences {dS_num:.9f}, "
      f"from formula {dS:.9f}")

# The summed integrand is a total derivative (symbolic proof).
z, m, a, b = sp.symbols('z m a b', positive=True)
Da = (1 - z)**2 * m**2 + z * a**2
Db = (1 - z)**2 * m**2 + z * b**2
log_ab = sp.log(Db) - sp.log(Da)
R_ab = m**2 * (1 / Da - 1 / Db)
total = ((1 - z) * (log_ab + (1 - 4 * z + z**2) * R_ab)
         - z * log_ab + 2 * z * (1 - z) * (2 - z) * R_ab)
gap = total - sp.diff(z * (1 - z) * log_ab, z)
la, lb = sp.symbols('la lb')
gap = gap.subs({sp.log(Da): la, sp.log(Db): lb})
assert sp.cancel(sp.together(gap)) == 0
print("summed integrand minus total derivative =",
      sp.cancel(sp.together(gap)))

# Three fermion masses with common, widely separated regulators.
lam, Lam = 10.0, 1.0e12
pre = alpha / (2 * np.pi)
print(f"mass comparison: photon mass {lam:.1f} eV, cutoff {Lam:.1e} eV")
derivs = {}
for mass in (1, 20, 400):
    M = mass * REST
    L, dS = on_shell(M, lam, Lam)
    asym = -pre * (0.5 * np.log(Lam**2 / M**2) + np.log(lam**2 / M**2) + 9 / 4)
    Z1, Z2 = 1 / (1 + L), 1 / (1 - dS)
    F1 = Z2 * (1 + L)
    assert abs(dS - asym) < 3e-4 * pre
    assert abs(F1 - 1) < 1e-11
    derivs[mass] = dS
    print(f"m = {mass}: rest energy {M:.6e} eV")
    print(f"  L = {L:.8f}, dSigma = {dS:.8f}, limit form {asym:.8f}")
    print(f"  Z1 = {Z1:.8f}, Z2 = {Z2:.8f}, F1(0) = {F1:.10f}")
shift = derivs[400] - derivs[1]
shift_law = 3 * pre * np.log(400.0)
assert abs(shift - shift_law) < 3e-4 * pre
print(f"change of dSigma from m = 1 to 400: {shift:.8f}, "
      f"law {shift_law:.8f}")

# Unequal regulators: the vertex alone gets twice the cutoff.
L_same, dS_same = on_shell(REST, lam, Lam)
L_twice, _ = on_shell(REST, lam, 2 * Lam)
F1_bad = (1 + L_twice) / (1 - dS_same)
assert abs((L_twice - L_same) - pre * np.log(2.0)) < 1e-6 * pre
assert abs(F1_bad - 1) > 1e-4
print(f"vertex cutoff doubled, m = 1: L shifts by {L_twice - L_same:.8f}, "
      f"law {pre * np.log(2.0):.8f}")
print(f"vertex cutoff doubled, m = 1: F1(0) = {F1_bad:.8f}")
print("done: every assertion held")
```

Output:

```
fine-structure constant alpha = 0.007297353 (dimensionless)
alpha/(2 pi) = 0.001161410 (dimensionless)
rest energy for m = 1: 510998.95 eV
off-shell test: photon mass 2.0e+05 eV, cutoff 5.0e+06 eV
imaginary energies pin, pout: 3.0e+05, 7.0e+05 eV (times i)
Sigma, parameter form vs loop: relative gap 1.7e-14
vertex, parameter form vs loop: relative gap 1.9e-14
pin  (E, px c, py c, pz c) = [300000.0, 100000.0, -150000.0, 50000.0] eV
pout (E, px c, py c, pz c) = [150000.0, -200000.0, 100000.0, 250000.0] eV
Sigma(pin): unit-matrix part 5154.060591 eV, gamma^0 part -888.014806 eV
Sigma(pout): unit-matrix part 4944.081321 eV, gamma^0 part -425.862520 eV
q.Vertex: unit-matrix part 209.979271 eV, gamma^0 part -462.152286 eV
Sigma(pin)-Sigma(pout): unit-matrix part 209.979271 eV, gamma^0 part -462.152286 eV
identity, all 16 elements: relative gap 1.1e-14
Vertex(p,p) vs -dSigma/dp on shell: relative gap 1.5e-08
same regulators: L from spinors 0.001365553, from formula 0.001365553
same regulators: dSigma from differences -0.001365553, from formula -0.001365553
summed integrand minus total derivative = 0
mass comparison: photon mass 10.0 eV, cutoff 1.0e+12 eV
m = 1: rest energy 5.109990e+05 eV
  L = -0.00574465, dSigma = 0.00574465, limit form 0.00574454
  Z1 = 1.00577784, Z2 = 1.00577784, F1(0) = 1.0000000000
m = 20: rest energy 1.021998e+07 eV
  L = -0.01618236, dSigma = 0.01618236, limit form 0.01618236
  Z1 = 1.01644854, Z2 = 1.01644854, F1(0) = 1.0000000000
m = 400: rest energy 2.043996e+08 eV
  L = -0.02662017, dSigma = 0.02662017, limit form 0.02662017
  Z1 = 1.02734819, Z2 = 1.02734819, F1(0) = 1.0000000000
change of dSigma from m = 1 to 400: 0.02087553, law 0.02087564
vertex cutoff doubled, m = 1: L shifts by 0.00080503, law 0.00080503
vertex cutoff doubled, m = 1: F1(0) = 1.00080968
done: every assertion held
```
